# When and Why Perpendicular Vias Cancel In-Plane Stress at a Transistor: verification in Python

```python
"""
Result under test: two identical vias, elastically matched to an isotropic
half-space, at equal distance d in perpendicular directions from a point,
leave no in-plane stress there at the free surface or far below it.
In general the pair leaves (radial + hoop stress of one via) * unit tensor.
Outside one via: radial = -hoop = S R^2/(2 r^2) deep,
                 radial = -hoop = (1-nu) S R^2/r^2 at the surface.
Symbols: R via radius, r distance from its axis, z depth into the wafer,
E Young modulus, nu Poisson ratio, misfit = thermal strain of via minus
silicon, S = -E misfit/(1-nu) = deep axial stress in the via.
Lengths in micrometres, stresses in MPa, tension positive.
"""
import numpy as np
from scipy.linalg import schur, expm
from scipy.special import jv, hyp2f1
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Rough typical inputs
R, d, thickness = 2.5, 10.0, 50.0
T_free, T_wafer, T_use = 400.0, 300.0, 350.0
alpha_via, alpha_si = 17e-6, 2.6e-6
c11, c12, c44 = 166e3, 64e3, 80e3
E_cu, nu_cu, yield_cu = 120e3, 0.34, 200.0

misfit = (alpha_via - alpha_si) * (T_wafer - T_free)
bulk = (c11 + 2 * c12) / 3
shear = (c11 - c12 + 3 * c44) / 5          # Voigt average
E = 9 * bulk * shear / (3 * bulk + shear)
nu = (3 * bulk - 2 * shear) / (2 * (3 * bulk + shear))
S = -E * misfit / (1 - nu)
single_deep = S * R**2 / (2 * d**2)
single_surface = (1 - nu) * S * R**2 / d**2


def stiffness(a, b, c):
    """Cubic stiffness tensor with axes along x, y, z."""
    I = np.eye(3)
    C = b * np.einsum('ij,kl->ijkl', I, I)
    C += c * (np.einsum('ik,jl->ijkl', I, I) + np.einsum('il,jk->ijkl', I, I))
    for m in range(3):
        C[m, m, m, m] += a - b - 2 * c
    return C


def wave_stress(C, theta, surface, kz=0.0):
    """Stress amplitude for unit misfit varying as exp(i k n.x), k = 1.
    surface=True adds the decaying waves that free the face z = 0."""
    n = np.array([np.cos(theta), np.sin(theta), 0.0])
    ez = np.array([0.0, 0.0, 1.0])
    beta = np.einsum('ijkk->ij', C)
    Q = np.einsum('iajb,a,b->ij', C, n, n)
    M = np.einsum('iaj,a->ij', C[:, :, :, 2], n)
    T = C[:, 2, :, 2]
    u = -1j * np.linalg.solve(Q, beta @ n)
    stress = np.einsum('ijkl,kl->ij', C, 1j * np.outer(u, n)) - beta
    if not surface:
        return stress
    Ti = np.linalg.inv(T)
    system = np.block([[np.zeros((3, 3)), np.eye(3)],
                       [Ti @ Q, -1j * Ti @ (M + M.T)]]).astype(complex)
    _, Z, count = schur(system, output='complex', sort='lhp')
    assert count == 3
    G = Z[3:, :3] @ np.linalg.inv(Z[:3, :3])
    u0 = np.linalg.solve(1j * M.T + T @ G, -stress[:, 2])
    uz = expm(G * kz) @ u0
    gradient = 1j * np.outer(uz, n) + np.outer(G @ uz, ez)
    return stress + np.einsum('ijkl,kl->ij', C, gradient)


def harmonics(C, surface):
    angles = 2 * np.pi * np.arange(64) / 64
    values = np.array([wave_stress(C, t, surface) for t in angles])
    return np.fft.fft(values, axis=0) / 64


def radial_factor(n, q):
    """R * integral of J1(kR) Jn(kr) dk for r > R, even n, q = (R/r)^2."""
    return q * n / 2 * hyp2f1(1 + n / 2, 1 - n / 2, 2, q)


def via_stress(harm, x, y):
    """In-plane stress tensor at (x, y) relative to the via axis."""
    q, phi = R**2 / (x * x + y * y), np.arctan2(y, x)
    total = np.zeros((2, 2), complex)
    for n in range(2, 25, 2):
        angular = (harm[n] * np.exp(1j * n * phi)
                   + harm[-n] * np.exp(-1j * n * phi))[:2, :2]
        total += (-1)**(n // 2) * radial_factor(n, q) * angular
    return misfit * total.real


def pair_and_single(harm, degrees):
    """Pair sum, radial and hoop stress of one via, at direction angle."""
    a = np.radians(degrees)
    c, s = np.cos(a), np.sin(a)
    one = via_stress(harm, d * c, d * s)
    two = via_stress(harm, -d * s, d * c)
    er, et = np.array([c, s]), np.array([-s, c])
    return one + two, er @ one @ er, et @ one @ et


# Radial integrals against damped quadrature, extrapolated to no damping
k = np.linspace(0, 1000, 100001)
for n in (2, 4, 6):
    bessels = jv(1, k) * jv(n, 4 * k)
    I1, I2 = [simpson(bessels * np.exp(-k * s), x=k) for s in (0.02, 0.04)]
    assert abs(2 * I1 - I2 - radial_factor(n, 1 / 16)) < 2e-3 / 16 * n

# Isotropic medium: closed formulas against the plane-wave solution
C_iso = stiffness(bulk + 4 * shear / 3, bulk - 2 * shear / 3, shear)
iso_deep, iso_surface = harmonics(C_iso, False), harmonics(C_iso, True)
assert abs(misfit * iso_deep[0][2, 2].real / S - 1) < 1e-8
assert abs(misfit * iso_deep[0][0, 0].real / (S / 2) - 1) < 1e-8
pair_results = {}
for name, harm, formula in (('deep', iso_deep, single_deep),
                            ('surface', iso_surface, single_surface)):
    for angle in (0.0, 17.0):
        pair, radial, hoop = pair_and_single(harm, angle)
        assert abs(radial / formula - 1) < 1e-5
        assert abs(hoop / formula + 1) < 1e-5
        assert np.max(np.abs(pair)) < 1e-5 * formula
    pair_results[name] = np.max(np.abs(pair))


def depth_sum(z):
    """Radial + hoop stress of one via at distance d and depth z."""
    nodes, weights = np.polynomial.legendre.leggauss(16)
    a = R * (nodes + 1) / 2
    angles = 2 * np.pi * np.arange(48) / 48
    A, P = np.meshgrid(a, angles, indexing='ij')
    rho = np.sqrt(d**2 + A**2 - 2 * d * A * np.cos(P) + z**2)
    kernel = (1 + nu) * z / rho**3 - 1.5 * z**3 / rho**5
    area = (weights * R / 2 * a)[:, None] * (2 * np.pi / 48)
    return -S / np.pi * np.sum(area * kernel)


kz_grid = np.linspace(0, 35, 351)
deep_amp = np.trace(wave_stress(C_iso, 0.0, False)[:2, :2]).real
amp = [np.trace(wave_stress(C_iso, 0.0, True, q)[:2, :2]).real - deep_amp
       for q in kz_grid]
spline = CubicSpline(kz_grid, amp)
for z in (3.0, 5.0, 15.0):
    kk = np.linspace(0, 35 / z, 8001)
    wave = misfit * R * simpson(jv(1, kk * R) * jv(0, kk * d)
                                * spline(kk * z), x=kk)
    assert abs(wave - depth_sum(z)) < 1e-3 * single_surface

# Cubic silicon: quarter-turn symmetry and equilibrium of the deep field
C_cubic = stiffness(c11, c12, c44)
cubic = {'deep': harmonics(C_cubic, False),
         'surface': harmonics(C_cubic, True)}
for harm in cubic.values():
    for angle in (0.0, 17.0, 45.0):
        pair, radial, hoop = pair_and_single(harm, angle)
        assert np.allclose(pair, (radial + hoop) * np.eye(2), atol=1e-6)
step, x0, y0 = 1e-3, 9.0, 4.0
dx = (via_stress(cubic['deep'], x0 + step, y0)
      - via_stress(cubic['deep'], x0 - step, y0)) / (2 * step)
dy = (via_stress(cubic['deep'], x0, y0 + step)
      - via_stress(cubic['deep'], x0, y0 - step)) / (2 * step)
assert np.max(np.abs(dx[0] + dy[1])) < 1e-4 * np.max(np.abs(dx))
pair, radial, hoop = pair_and_single(cubic['deep'], 45.0)
assert abs(pair[0, 0]) > 0.1 * abs(radial)   # anisotropy spoils cancellation


def axisymmetric_matrix(young, poisson):
    lam = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    mu = young / (2 * (1 + poisson))
    D = np.zeros((4, 4))
    D[:3, :3] = lam + 2 * mu * np.eye(3)
    D[3, 3] = mu
    return D


def plate_stress(E_via, nu_via, half):
    """Finite elements: surface radial and hoop stress at distance d from a
    through-via in a plate of thickness 2*half (symmetric mid-plane)."""
    h = R / 12
    r = np.concatenate([np.arange(73) * h,
                        np.geomspace(72 * h, 400, 41)[1:]])
    stretch = np.log(half / 0.5)
    z = half * np.expm1(stretch * np.linspace(0, 1, 61)) / np.expm1(stretch)
    nr, nz = len(r), len(z)
    i, j = [m.ravel() for m in np.meshgrid(np.arange(nr - 1),
                                           np.arange(nz - 1), indexing='ij')]
    nodes = np.stack([i * nz + j, (i + 1) * nz + j,
                      (i + 1) * nz + j + 1, i * nz + j + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    width, height = r[i + 1] - r[i], z[j + 1] - z[j]
    inside = r[i + 1] <= R * (1 + 1e-9)
    D = np.where(inside[:, None, None], axisymmetric_matrix(E_via, nu_via),
                 axisymmetric_matrix(E, nu))
    free_strain = np.outer(inside, misfit * np.array([1.0, 1.0, 1.0, 0.0]))
    K, load = np.zeros((len(i), 8, 8)), np.zeros((len(i), 8))
    g = 1 / np.sqrt(3)
    for a, b in ((-g, -g), (g, -g), (g, g), (-g, g)):
        shape = np.array([(1 - a) * (1 - b), (1 + a) * (1 - b),
                          (1 + a) * (1 + b), (1 - a) * (1 + b)]) / 4
        da = np.array([-(1 - b), 1 - b, 1 + b, -(1 + b)]) / 4
        db = np.array([-(1 - a), -(1 + a), 1 + a, 1 - a]) / 4
        radius = r[i] + width * (1 + a) / 2
        B = np.zeros((len(i), 4, 8))
        B[:, 0, 0::2] = 2 * da / width[:, None]
        B[:, 1, 1::2] = 2 * db / height[:, None]
        B[:, 2, 0::2] = shape / radius[:, None]
        B[:, 3, 0::2] = B[:, 1, 1::2]
        B[:, 3, 1::2] = B[:, 0, 0::2]
        weight = radius * width * height / 4
        BtD = np.matmul(B.transpose(0, 2, 1), D)
        K += weight[:, None, None] * np.matmul(BtD, B)
        load += weight[:, None] * np.einsum('eil,el->ei', BtD, free_strain)
    size = 2 * nr * nz
    rows, cols = np.repeat(dofs, 8, axis=1), np.tile(dofs, (1, 8))
    matrix = coo_matrix((K.ravel(), (rows.ravel(), cols.ravel())),
                        shape=(size, size)).tocsr()
    force = np.bincount(dofs.ravel(), weights=load.ravel(), minlength=size)
    fixed = np.concatenate([2 * np.arange(nz),
                            2 * (np.arange(nr) * nz + nz - 1) + 1])
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(matrix[free][:, free].tocsc(), force[free])
    top = u[2 * np.arange(nr) * nz]
    m = int(round(d / h))
    er, et = (top[m + 1] - top[m - 1]) / (2 * h), top[m] / d
    plane = E / (1 - nu**2)
    return plane * (er + nu * et), plane * (et + nu * er)


# Discretization and the finite outer boundary set the 3 percent tolerance
thick = plate_stress(E, nu, 400.0)
assert abs(thick[0] / single_surface - 1) < 0.03
assert abs(sum(thick)) < 0.03 * single_surface
thin = plate_stress(E, nu, thickness / 2)
copper = plate_stress(E_cu, nu_cu, thickness / 2)


def iso_surface_tensor(x, y):
    r2 = x * x + y * y
    return single_surface * d**2 / r2**2 * np.array(
        [[x * x - y * y, 2 * x * y], [2 * x * y, y * y - x * x]])


shift = 0.5
moved = iso_surface_tensor(d - shift, 0.0) + iso_surface_tensor(-shift, d)
same_line = iso_surface_tensor(d, 0.0) + iso_surface_tensor(-d, 0.0)
shear_cu = E_cu / (2 * (1 + nu_cu))

print(f"via radius {R} um, distance {d} um, wafer {thickness} um")
print(f"stress-free {T_free} K, wafer {T_wafer} K, in use {T_use} K")
print(f"expansion via {alpha_via*1e6:.1f}, Si {alpha_si*1e6:.1f} ppm/K")
print(f"Si c11, c12, c44: {c11/1e3:.0f}, {c12/1e3:.0f}, {c44/1e3:.0f} GPa")
print(f"isotropic E {E/1e3:.1f} GPa, nu {nu:.4f}, shear {shear/1e3:.1f} GPa")
print(f"misfit strain {misfit:.3e}")
print(f"S, deep axial stress in via {S:.1f} MPa")
print(f"one via, deep: radial {single_deep:.2f}, hoop {-single_deep:.2f} MPa")
print(f"one via, surface: radial {single_surface:.2f}, "
      f"hoop {-single_surface:.2f} MPa")
print(f"surface/deep ratio {single_surface/single_deep:.3f}")
for name, value in pair_results.items():
    print(f"perpendicular pair, {name}: largest part {value:.1e} MPa")
print(f"pair on one line, surface: xx {same_line[0,0]:.2f}, "
      f"yy {same_line[1,1]:.2f} MPa")
print("pair residual (xx = yy) against depth, isotropic:")
for z in (0.02, 1.0, 2.0, 5.0, 10.0, 20.0, 100.0):
    print(f"  z {z:6.2f} um: {depth_sum(z):8.3f} MPa")
print("cubic silicon, matched vias: one radial, one hoop, pair xx = yy:")
for name, harm in cubic.items():
    for angle, label in ((0.0, '[100]'), (22.5, '22.5 deg'), (45.0, '[110]')):
        pair, radial, hoop = pair_and_single(harm, angle)
        print(f"  {name} {label}: {radial:.2f}, {hoop:.2f}, "
              f"{pair[0,0]:.2f} MPa")
print("finite elements, surface: radial, hoop, sum (pair xx = yy):")
for label, result in (('matched, 800 um plate', thick),
                      ('matched, 50 um plate', thin),
                      ('copper, 50 um plate', copper)):
    print(f"  {label}: {result[0]:.2f}, {result[1]:.2f}, "
          f"{sum(result):.2f} MPa")
print(f"copper E {E_cu/1e3:.0f} GPa, nu {nu_cu}, shear {shear_cu/1e3:.1f} GPa")
print(f"mutual disturbance, order of size "
      f"{100*abs(shear_cu/shear-1)*(R/d)**2:.1f} % of one via")
print(f"transistor {shift} um nearer one via: xx {moved[0,0]:.2f}, "
      f"yy {moved[1,1]:.2f}, xy {moved[0,1]:.2f} MPa")
print(f"deep von Mises stress in matched via {S/2:.0f} MPa")
print(f"rough copper yield stress {yield_cu:.0f} MPa")
print(f"one via, surface radial at {T_use:.0f} K: "
      f"{single_surface*(T_free-T_use)/(T_free-T_wafer):.2f} MPa")
print("tests ok")
```

Running it gives:

```
via radius 2.5 um, distance 10.0 um, wafer 50.0 um
stress-free 400.0 K, wafer 300.0 K, in use 350.0 K
expansion via 17.0, Si 2.6 ppm/K
Si c11, c12, c44: 166, 64, 80 GPa
isotropic E 166.5 GPa, nu 0.2169, shear 68.4 GPa
misfit strain -1.440e-03
S, deep axial stress in via 306.1 MPa
one via, deep: radial 9.57, hoop -9.57 MPa
one via, surface: radial 14.98, hoop -14.98 MPa
surface/deep ratio 1.566
perpendicular pair, deep: largest part 4.4e-15 MPa
perpendicular pair, surface: largest part 2.1e-14 MPa
pair on one line, surface: xx 29.96, yy -29.96 MPa
pair residual (xx = yy) against depth, isotropic:
  z   0.02 um:   -0.050 MPa
  z   1.00 um:   -2.427 MPa
  z   2.00 um:   -4.434 MPa
  z   5.00 um:   -6.350 MPa
  z  10.00 um:   -3.058 MPa
  z  20.00 um:   -0.058 MPa
  z 100.00 um:    0.050 MPa
cubic silicon, matched vias: one radial, one hoop, pair xx = yy:
  deep [100]: 5.13, -9.60, -4.47 MPa
  deep 22.5 deg: 8.95, -9.41, -0.46 MPa
  deep [110]: 14.54, -9.15, 5.39 MPa
  surface [100]: 9.34, -12.61, -3.27 MPa
  surface 22.5 deg: 13.71, -13.96, -0.25 MPa
  surface [110]: 19.61, -15.83, 3.77 MPa
finite elements, surface: radial, hoop, sum (pair xx = yy):
  matched, 800 um plate: 14.99, -14.97, 0.03 MPa
  matched, 50 um plate: 16.18, -13.68, 2.51 MPa
  copper, 50 um plate: 16.10, -14.36, 1.73 MPa
copper E 120 GPa, nu 0.34, shear 44.8 GPa
mutual disturbance, order of size 2.2 % of one via
transistor 0.5 um nearer one via: xx 1.73, yy -1.73, xy -1.49 MPa
deep von Mises stress in matched via 153 MPa
rough copper yield stress 200 MPa
one via, surface radial at 350 K: 7.49 MPa
tests ok
```
